# Light-hole and split-off mixing under biaxial (001) strain

**Q.** You say that biaxial strain mixes light holes with the split-off band and leaves heavy holes alone. Strain moves atoms and does not act on spin. Why should it distinguish between these states at all?

**A.** Because the states differ in how spin is tied to orbital shape, and strain acts on the shape. I start with the orbitals alone. At the zone centre of a diamond or zinc-blende crystal the valence edge, without spin, has three degenerate states $X,Y,Z$ that transform like the coordinates under the tetrahedral point group of an atomic site. I assume that the strain coupling is linear in the strain tensor $e_{ij}$ and independent of spin, and I keep these three orbitals with two spins: six states.

Symmetry fixes the orbital matrix. A half-turn about $x$ reverses $Y$ and $Z$, and also $e_{xy}$ and $e_{xz}$. With the half-turns about $y$ and $z$, this allows only normal strains on the diagonal and only $e_{xy}$ between $X$ and $Y$. The reflection that exchanges $y$ and $z$ makes $e_{yy}$ and $e_{zz}$ act equally on $X$. Hence
$$H_{XX}=l\,e_{xx}+m(e_{yy}+e_{zz}),\qquad H_{XY}=n\,e_{xy},$$
and the other elements follow by cyclic exchange. I replace $l,m$ by
$$a=\frac{l+2m}{3},\quad b=\frac{l-m}{3}\quad\Longrightarrow\quad l=a+2b,\quad m=a-b .$$
All energies are electron energies, so the highest level is where holes collect first.

**Q.** And what is the strain of a layer grown on (001)?

**A.** The substrate imposes $e_{xx}=e_{yy}=e_\parallel$, without shear. The surface is free, so $e_{zz}=e_\perp$ minimizes the elastic energy density
$$U=\tfrac12C_{11}(2e_\parallel^2+e_\perp^2)+C_{12}(e_\parallel^2+2e_\parallel e_\perp).$$
Setting $\partial U/\partial e_\perp=C_{11}e_\perp+2C_{12}e_\parallel=0$ gives $e_\perp=-2(C_{12}/C_{11})e_\parallel$. The orbital energies are then
$$H_{XX}=H_{YY}=(a+2b)e_\parallel+(a-b)(e_\parallel+e_\perp)=a(2e_\parallel+e_\perp)+b(e_\parallel-e_\perp),$$
$$H_{ZZ}=(a+2b)e_\perp+2(a-b)e_\parallel=a(2e_\parallel+e_\perp)-2b(e_\parallel-e_\perp).$$
The term in $a$ is common to all three, and I measure energies from the edge shifted by it. With
$$S=b(e_\parallel-e_\perp),$$
$X$ and $Y$ move by $+S$ and $Z$ moves by $-2S$. For $b<0$, in-plane compression ($e_\parallel<0<e_\perp$) gives $S>0$.

**Q.** So far there are two levels, and neither is a heavy or a light hole.

**A.** Those names come from spin-orbit coupling. In the $p$-like triplet it has the form $\mathbf L\cdot\boldsymbol\sigma$, where $\mathbf L$ is the angular momentum for $l=1$. Since $\boldsymbol\sigma=2\mathbf s$,
$$\mathbf L\cdot\boldsymbol\sigma=J(J+1)-2-\tfrac34=\begin{cases}+1,&J=3/2\\-2,&J=1/2.\end{cases}$$
The operator $H_{\rm so}=\frac{\Delta}{3}(\mathbf L\cdot\boldsymbol\sigma-1)$ therefore puts the $J=3/2$ quartet at zero and the $J=1/2$ pair at $-\Delta$, with $\Delta>0$.

Let $P=(X+iY)/\sqrt2$. The orbital states with $m_l=1$ and $0$ are $-P$ and $Z$. The state with $m_J=3/2$ is
$$|{\rm HH}\rangle=-P\uparrow .$$
The lowering operator gives $J_-|\tfrac32,\tfrac32\rangle=\sqrt3\,|\tfrac32,\tfrac12\rangle$ on one side and $\sqrt2\,Z\uparrow-P\downarrow$ on the other. Dividing by $\sqrt3$, and taking the orthogonal combination for $J=1/2$,
$$|{\rm LH}\rangle=\sqrt{\tfrac23}\,Z\uparrow-\sqrt{\tfrac13}\,P\downarrow,\qquad
|{\rm SO}\rangle=\sqrt{\tfrac13}\,Z\uparrow+\sqrt{\tfrac23}\,P\downarrow .$$
Time reversal supplies the three partners with negative $m_J$.

**Q.** Now show me the coupling, with its sign.

**A.** The strain operator multiplies $P$ by $S$, because $X$ and $Y$ shift equally, and $Z$ by $-2S$. It conserves spin. Therefore
$$\langle{\rm LH}|H_\epsilon|{\rm LH}\rangle=\tfrac23(-2S)+\tfrac13S=-S,$$
$$\langle{\rm SO}|H_\epsilon|{\rm SO}\rangle=\tfrac13(-2S)+\tfrac23S=0,$$
$$\langle{\rm LH}|H_\epsilon|{\rm SO}\rangle=\tfrac{\sqrt2}{3}(-2S)-\tfrac{\sqrt2}{3}S=-\sqrt2\,S .$$
With the spin-orbit energies added, the block for $m_J=1/2$ is
$$\begin{pmatrix}-S&-\sqrt2S\\-\sqrt2S&-\Delta\end{pmatrix},$$
and the block for $m_J=-1/2$ is the same by time reversal. The sign of the off-diagonal element changes if the phase of $|{\rm SO}\rangle$ is reversed; its square does not.

The heavy hole contains one orbital, $P$, with one spin. Strain multiplies it by $S$, and spin-orbit coupling gives it zero energy, so it is an eigenstate with
$$E_{\rm HH}=S .$$
LH and SO are two orthogonal mixtures of the same pair, $Z\uparrow$ and $P\downarrow$. When these two shift unequally, the mixtures no longer diagonalize the energy. In this model that is the whole origin of the coupling.

**Q.** Perhaps the heavy hole escapes only because you made strain blind to spin. A strain-dependent spin-orbit term might couple it.

**A.** It may change the energies, but within the six states it cannot couple the heavy hole if it respects the fourfold symmetry of the strained crystal. A quarter-turn about $z$ multiplies a state by $e^{-i\pi m_J/2}$. About an atomic site the crystal's operation is a quarter-turn combined with inversion, which adds only a sign common to all six states. The phases for $m_J=\tfrac32,\tfrac12,-\tfrac12,-\tfrac32$ are
$$e^{-3i\pi/4},\quad e^{-i\pi/4},\quad e^{i\pi/4},\quad e^{3i\pi/4},$$
all different. An operator that commutes with the quarter-turn connects only states of equal phase. LH and SO with the same $m_J$ share a phase; each heavy hole stands alone.

**Q.** Then the protection should fail if I stretch $x$ and $y$ differently.

**A.** It does. Let $\eta=e_{xx}-e_{yy}$. Then $H_{XX}-H_{YY}=(l-m)\eta=3b\eta$, and
$$\langle X+iY|H|X-iY\rangle=H_{XX}+(-i)(-i)H_{YY}=3b\eta .$$
The partners with $m_J=-1/2$ contain $(X-iY)\uparrow$ with amplitude $+1/\sqrt6$ in LH and $-1/\sqrt3$ in SO. The heavy hole contains $(X+iY)\uparrow$ with amplitude $-1/\sqrt2$. The new elements are
$$\text{HH–LH: }-\frac{3b\eta}{\sqrt{12}}=-\frac{\sqrt3}{2}b\eta,\qquad \text{HH–SO: }\frac{3b\eta}{\sqrt6}=\sqrt{\tfrac32}\,b\eta .$$
For $b=-0.15$ Ry and $\eta=0.1\,\%$ they are $0.130$ and $-0.184$ mRy. Shear strain also couples this heavy hole, whose angular momentum is quantized along $z$. For heavy holes quantized along $z$, the claim therefore needs tetragonal strain about $z$, and I make it for the zone centre. A trigonal strain about [111] likewise spares the heavy holes quantized along [111], because a third-turn gives $m_J=\pm\tfrac32$ the phase $-1$ and $m_J=\pm\tfrac12$ the phases $e^{\mp i\pi/3}$. An axis such as [110] offers no such protection: even a half-turn about it would give $m_J=\tfrac32$ and $-\tfrac12$ the same phase.

**Q.** Very well, tetragonal strain. What are the mixed levels?

**A.** The characteristic equation of the block is
$$(E+S)(E+\Delta)-2S^2=E^2+(S+\Delta)E+S\Delta-2S^2=0 .$$
Its discriminant is $(S+\Delta)^2-4S\Delta+8S^2=\Delta^2-2\Delta S+9S^2$, so
$$E_\pm=\tfrac12\left(-S-\Delta\pm R\right),\qquad R=\sqrt{\Delta^2-2\Delta S+9S^2}.$$
$E_+$ is the level that starts as the light hole, and $E_-$ the one that starts as the split-off band.

**Q.** Could $E_+$ cross the heavy hole at some large strain?

**A.** No. Put $E=S$ into the characteristic polynomial:
$$(S-E_+)(S-E_-)=2S(S+\Delta)-2S^2=2S\Delta .$$
This vanishes only at $S=0$. For $S>0$ the two factors have the same sign, and their sum $2S-(E_++E_-)=3S+\Delta$ is positive, so the heavy hole lies above both mixed levels. For $S<0$ the product is negative, and the order is $E_+>E_{\rm HH}>E_-$.

**Q.** How much does the split-off band matter when strain is weak? I would simply use $E_{\rm LH}=-S$.

**A.** That is the four-band result, obtained for $\Delta\to\infty$. To correct it, set $x=S/\Delta$ and expand $R/\Delta=\sqrt{1+u}$ with $u=-2x+9x^2$. Through third order,
$$\frac u2=-x+\frac92x^2,\qquad -\frac{u^2}{8}=-\frac12x^2+\frac92x^3,\qquad \frac{u^3}{16}=-\frac12x^3,$$
so $R/\Delta=1-x+4x^2+4x^3+\dots$ and
$$E_+=-S+\frac{2S^2}{\Delta}+\frac{2S^3}{\Delta^2}+\dots$$
The leading correction is the usual repulsion, coupling squared over separation, $(\sqrt2S)^2/\Delta$. It raises the light hole for either sign of strain. With $b<0$, it moves the light hole towards the heavy hole in compression and away from it in tension.

**Q.** Show me with numbers that this is more than a small correction.

**A.** I take round model parameters, not those of a particular material: $\Delta=20$ mRy, $a=0.10$ Ry, $b=-0.15$ Ry, $C_{12}/C_{11}=0.5$. A compression $e_\parallel=-1\,\%$ gives $e_\perp=+1\,\%$ and
$$S=-0.15\,(-0.01-0.01)\ \text{Ry}=3\ \text{mRy}.$$
The common shift is $0.10\,(-0.01)$ Ry $=-1$ mRy and drops out of all splittings. Then
$$R=\sqrt{400-120+81}=19\ \text{mRy},\qquad E_+=\tfrac12(-3-20+19)=-2\ \text{mRy}.$$
The heavy hole is at $+3$ mRy, so the splitting is 5 mRy (68.0 meV). The four-band value $2S=6$ mRy (81.6 meV) is 20 % too large relative to the six-band one.

For $e_\parallel=+1\,\%$, $S=-3$ mRy, $R=\sqrt{400+120+81}=24.52$ mRy and $E_+=3.76$ mRy. The light hole is now on top, by 6.76 mRy (91.9 meV), and the four-band 6 mRy is 11 % too small.

**Q.** The coupling has the same size, 4.24 mRy, in both cases. Yet the light hole rises by 1.00 mRy in compression and by only 0.76 mRy in tension. Why?

**A.** The separation of the diagonal elements is $-S-(-\Delta)=\Delta-S$: 17 mRy in compression and 23 mRy in tension. The closer pair repels more strongly. The wavefunction shows the same thing. Write the upper state as $\cos\theta\,|{\rm LH}\rangle+\sin\theta\,|{\rm SO}\rangle$. Apart from its mean energy, the block is
$$\frac R2\begin{pmatrix}\cos2\theta&\sin2\theta\\ \sin2\theta&-\cos2\theta\end{pmatrix},\qquad \cos2\theta=\frac{\Delta-S}{R},\quad \sin2\theta=\frac{-2\sqrt2S}{R},$$
and this matrix has $(\cos\theta,\sin\theta)$ as its eigenvector with eigenvalue $+R/2$. The split-off weight is
$$\sin^2\theta=\frac12\left(1-\frac{\Delta-S}{R}\right),$$
which is $\frac12(1-17/19)=0.053$ in compression and $0.031$ in tension.

**Q.** What happens if strain overwhelms spin-orbit coupling? The four-band splitting would grow without end.

**A.** Take $S\to+\infty$ as a formal limit within linear coupling. What counts is the ratio $S/\Delta$, so for similar $b$ and elastic constants a crystal with small $\Delta$ approaches the limit at smaller strain. Expanding the root, $R\to3S-\Delta/3$, so
$$E_+\to S-\tfrac23\Delta,\qquad E_{\rm HH}-E_+\to\tfrac23\Delta .$$
The splitting saturates. The orbital $Z$ has been pushed $3S$ below $X$ and $Y$. Within the remaining doublet only $L_z\sigma_z$ has matrix elements, with values $\pm1$, and $\frac\Delta3L_z\sigma_z$ splits it by $2\Delta/3$. For the model above this limit is 13.3 mRy.

For $S\to-\infty$, $R\to3|S|+\Delta/3$ and $E_+\to2|S|-\Delta/3$. The upper state becomes pure $Z$. All components of $\mathbf L$ have zero expectation value there, which leaves the $-\Delta/3$ from the constant in $H_{\rm so}$. Its distance from the heavy hole, $3|S|-\Delta/3$, does keep growing.

**Q.** A channel is judged by its masses. Does a 5 % admixture change them noticeably?

**A.** Yes, because LH and SO interfere in the orbital composition. I use Rydberg units, in which a free electron has energy $k^2$. I take the second-order kinetic matrix to be independent of spin, as I did for strain. This assumes that the bands outside the six lie far away compared with $\Delta$ and $S$; a nearby conduction band, as in direct-gap III–V crystals, makes the split-off mass larger than the $1/\gamma_1$ of this model and shifts the strained masses as well. The matrix then obeys the same cubic symmetry as the strain matrix, with $e_{ij}$ replaced by $k_ik_j$. In terms of the Luttinger parameters its diagonal coefficients are
$$l\to-(\gamma_1+4\gamma_2),\quad m\to-(\gamma_1-2\gamma_2)\quad\Longrightarrow\quad a\to-\gamma_1,\quad b\to-2\gamma_2 .$$
For $k$ along $z$, $e_\perp\to k_z^2$ and $e_\parallel\to0$. The kinetic energy thus adds a common $-\gamma_1k_z^2$ and replaces $S$ by $S+2\gamma_2k_z^2$. This holds at any $k_z$ within the model, and the heavy hole stays uncoupled along this line.

For in-plane $k$, the average of the two in-plane normal components is $k^2/2$, so $S$ becomes $S-\gamma_2k^2$. What remains is an in-plane anisotropy and a shear. They change $m_J$ by 2, so they do not act within a Kramers pair; they couple heavy holes to the mixed states with elements of order $k^2$, and alter the energy at order $k^4$. They do not affect the curvature at $k=0$ provided $S\neq0$. With
$$D=\frac{dE_+}{dS}=\frac12\left(-1+\frac{9S-\Delta}{R}\right),$$
and hole masses in units of the free-electron mass defined by $E(k)=E(0)-k^2/m$,
$$\frac1{m_z}=\gamma_1-2\gamma_2D,\qquad\frac1{m_\parallel}=\gamma_1+\gamma_2D .$$
The heavy hole follows the same rule with $D=1$. In every case $1/m_z+2/m_\parallel=3\gamma_1$: within this six-band model with fixed Luttinger parameters, strain redistributes the inverse mass among directions and keeps its sum.

**Q.** What does $D$ mean physically?

**A.** It measures the $Z$ content. The derivative of the energy with respect to $S$ is the expectation value of the operator that multiplies $S$, which is $+1$ on $X,Y$ and $-2$ on $Z$. If $w_Z$ is the $Z$ weight, $D=(1-w_Z)-2w_Z=1-3w_Z$. The unmixed light hole has $w_Z=2/3$ and $D=-1$. In the example $w_Z$ falls to 0.44 in compression and rises to 0.82 in tension. The change is much larger than the split-off weight because it contains the cross term $\sin\theta\cos\theta$, of first order in the mixing.

With $\gamma_1=7$, $\gamma_2=2$, $\gamma_3=3$, compression gives $D=\frac12(-1+7/19)=-0.316$ and
$$\frac1{m_z}=7+4(0.316)=8.26,\qquad\frac1{m_\parallel}=7-2(0.316)=6.37 .$$

| Light-hole mass ($m_e$) | $m_z$ | $m_\parallel$ |
|---|---|---|
| four-band | 0.091 | 0.200 |
| six-band, compression | 0.121 | 0.157 |
| six-band, tension | 0.078 | 0.245 |

In tension, where this band is on top, the four-band in-plane mass is 18 % too small relative to the six-band one. The heavy hole keeps $m_z=0.333$ and $m_\parallel=0.111$ for both strains; it is heavy along $z$ and light in the plane.

**Q.** Carriers in a channel move in the plane. How long does the heavy hole stay pure there?

**A.** Not long. In the compressed example, at $k_x=0.02$ inverse bohr, the top band already has 12 % of its weight outside the $|m_J|=3/2$ states; at the same $k_z$ it has none. The elements follow from the unequal-strain formulas with $b\to-2\gamma_2$ and $\eta\to k_x^2$: HH–LH is $\sqrt3\gamma_2k_x^2=1.39$ mRy and HH–SO is $-\sqrt6\gamma_2k_x^2=-1.96$ mRy. The mixed level $E_+$ has $\cos\theta=0.973$ and $\sin\theta=-0.229$ at the zone centre, so the element that joins it to the heavy hole is $0.973(1.39)+0.229(1.96)=1.8$ mRy, while the separation has shrunk from 5 mRy at the zone centre to $5-(9-6.37)(0.4)=3.95$ mRy, because the heavy hole falls faster in the plane. Along [110] $\gamma_3$ takes the place of $\gamma_2$, the element is 2.7 mRy, and 19 % of the weight is lost at the same $|k|$. The masses above describe the band edge, where this element is small compared with the splitting. Holes at room temperature are already beyond it: 26 meV below the edge, the mass $2k/|dE/dk|$ of the top band is 0.15 along [100] and 0.30 along [110], against 0.111 at the edge.

**Q.** What else have you left out?

**A.** Confinement, first of all. In a channel of width $L$ with hard walls, $k_z=\pi/L$ turns $S$ into $S+2\gamma_2(\pi/L)^2$ even at zero in-plane momentum, so confinement acts like compression. In the tensile example it cancels $S=-3$ mRy at $L=115$ bohr, about 6 nm, and in a thinner channel the heavy hole is on top again. Confinement also mixes heavy and light holes as soon as they move in the plane, and this changes the in-plane masses; the level order and masses above belong to a bulk strained crystal. I also leave out terms linear in $k$, which zinc blende permits, strain-induced changes of $\Delta$ and of the Luttinger parameters, and strain effects beyond linear order. Tetragonal corrections of this kind at $k=0$ can shift the levels and change the LH–SO element, but by the phase argument they cannot couple the heavy hole within the six states. The numerical output below lists the levels, weights and masses for both signs of strain.

## Calculated quantities

```
Delta = 20.0 mRy; a = 0.10 Ry; b = -0.15 Ry
C12/C11 = 0.50; gamma1, gamma2, gamma3 = 7.0, 2.0, 3.0
1 mRy = 13.6057 meV
--- compression: e_par = -1.00 %, e_perp = 1.00 %
S = 3.000 mRy; hydrostatic shift = -1.000 mRy
LH-SO coupling = -4.2426 mRy
R = 19.0000 mRy
E_HH, E_plus, E_minus (shift removed) = 3.0000, -2.0000, -21.0000 mRy
four-band LH level = -3.0000 mRy
HH minus LH: six-band = 5.0000 mRy = 68.03 meV
HH minus LH: four-band = 6.0000 mRy = 81.63 meV
mixing angle theta = -13.263 degrees
SO weight in upper state = 0.05263
Z weight in upper state = 0.43860
slope dE_plus/dS = -0.31579
HH masses (z, in-plane) = 0.3333, 0.1111 m_e
LH masses (z, in-plane), six-band = 0.1210, 0.1570 m_e
LH masses (z, in-plane), four-band = 0.0909, 0.2000 m_e
non-HH weight of top band at k_x = 0.02 1/bohr: 0.12273
non-HH weight of top band at k_z = 0.02 1/bohr: 0.00000
--- tension: e_par = 1.00 %, e_perp = -1.00 %
S = -3.000 mRy; hydrostatic shift = 1.000 mRy
LH-SO coupling = 4.2426 mRy
R = 24.5153 mRy
E_HH, E_plus, E_minus (shift removed) = -3.0000, 3.7577, -20.7577 mRy
four-band LH level = 3.0000 mRy
HH minus LH: six-band = -6.7577 mRy = -91.94 meV
HH minus LH: four-band = -6.0000 mRy = -81.63 meV
mixing angle theta = 10.125 degrees
SO weight in upper state = 0.03091
Z weight in upper state = 0.81953
slope dE_plus/dS = -1.45858
HH masses (z, in-plane) = 0.3333, 0.1111 m_e
LH masses (z, in-plane), six-band = 0.0779, 0.2449 m_e
LH masses (z, in-plane), four-band = 0.0909, 0.2000 m_e
--- limits and lower symmetry
HH-LH splitting at S = 1000 Delta: 13.332 mRy
limit 2 Delta/3 = 13.333 mRy
e_xx - e_yy = 0.10 %: HH-LH element = 0.1299 mRy, HH-SO element = -0.1837 mRy
```
